\section*{The plaquette formula for Chern numbers and its critical mesh}

\section{An integer that is wrong}

Take a two-band model whose lower band has Chern number $-1$ and evaluate that number with the Fukui--Hatsugai--Suzuki plaquette formula on a $9\times9$ mesh. For the parameters used below the answer is $0$. Nothing in the output looks like an error: the result is an integer to rounding accuracy and does not depend on the phases of the eigenvectors. Nor is the mesh too coarse by the criterion that the Berry flux through each plaquette be smaller than $\pi$. The largest true flux is $2.94$ rad.

That criterion is therefore not sufficient. A sufficient one contains a second term, which comes from replacing parallel transport along a plaquette edge by a single overlap. With it one can calculate the mesh at which the formula starts to work near a gap closing.

\section{Model and conventions}

Let $H=\mathbf d\cdot\boldsymbol\sigma$ with
\begin{equation}
\mathbf d=\bigl(v\sin k_x,\;v\sin k_y,\;M+2b(2+\cos k_x+\cos k_y)\bigr),
\label{model}
\end{equation}
where $v,b>0$. Energies are in units of a hopping $t$, and $\mathbf k$ is dimensionless. Write $\mathbf n=\mathbf d/|\mathbf d|$, with polar angle $\theta$ and azimuth $\varphi$. The lower state is
\begin{equation}
u=\begin{pmatrix}-\sin(\theta/2)\,e^{-i\varphi}\\ \cos(\theta/2)\end{pmatrix}.
\label{state}
\end{equation}
With $\mathbf A=i\langle u|\nabla u\rangle$ this gives $\mathbf A=\sin^2(\theta/2)\nabla\varphi=\tfrac12(1-\cos\theta)\nabla\varphi$. Its curl is
\begin{equation}
\Omega=\tfrac12\sin\theta\,(\partial_x\theta\,\partial_y\varphi-\partial_y\theta\,\partial_x\varphi)
=\tfrac12\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n),
\end{equation}
so Berry flux is half the signed solid angle swept by $\mathbf n$. The Chern number $C=\frac1{2\pi}\int\Omega\,d^2k$ counts how often $\mathbf n$ covers the sphere, and it can be found by counting the signed points where $\mathbf n$ is the south pole.

Such points need $\sin k_x=\sin k_y=0$. At $(0,0)$, $(0,\pi)$, $(\pi,0)$ and $(\pi,\pi)$ the third component is $M+8b$, $M+4b$, $M+4b$ and $M$. For $-4b<M<0$ only the last is negative. With $\mathbf q=\mathbf k-(\pi,\pi)$ we have $(d_x,d_y)\approx-v\mathbf q$ there, a rotation by $\pi$ that preserves the sense of circulation. Seen from outside the sphere at the south pole, an anticlockwise circuit in $(d_x,d_y)$ runs clockwise, so this point counts $-1$. Hence $C=-1$ for $-4b<M<0$. For $M>0$ there is no such point and $C=0$. The gap closes at $(\pi,\pi)$ when $M=0$.

\section{A three-by-three mesh by hand}

Take $v=1$, $b=0.5$, $M=-0.1$ and $k_x,k_y\in\{0,\pm2\pi/3\}$. The nine vectors are of three kinds:
\begin{itemize}
\item the centre $(0,0)$, with $\mathbf d=(0,0,3.9)$;
\item four points with one zero momentum, with $d_z=2.4$ and azimuths $0,\frac{\pi}{2},\pi,\frac{3\pi}2$;
\item four corner points, with $\mathbf d=(\pm\frac{\sqrt3}2,\pm\frac{\sqrt3}2,0.9)$ and azimuths $\frac\pi4,\frac{3\pi}4,\frac{5\pi}4,\frac{7\pi}4$.
\end{itemize}

For neighbours $u,u'$ define the link $U=\langle u|u'\rangle/|\langle u|u'\rangle|$. With $\tau=\tan(\theta/2)$, Eq.~(\ref{state}) gives
\begin{equation}
\langle u|u'\rangle\propto 1+\tau\tau' e^{-i(\varphi'-\varphi)}
\label{overlap}
\end{equation}
with a positive factor. Let $W$ be the product of the four links taken anticlockwise round a plaquette, and let
\begin{equation}
F=-\mathrm{Arg}\,W\in[-\pi,\pi),\qquad C_N=\frac1{2\pi}\sum_pF_p .
\label{fhs}
\end{equation}
The minus sign matches $\mathbf A$, because $\langle u(\mathbf k)|u(\mathbf k+d\mathbf k)\rangle\approx e^{-i\mathbf A\cdot d\mathbf k}$.

Links to the centre have $\tau=0$ and phase zero. Two points of the second kind that are neighbours across the zone boundary differ in azimuth by $\pi$; their overlap is proportional to $1-\tau_e^2>0$ and also has phase zero. Two values remain. Between corner points the azimuth changes by $\pi/2$, and
\begin{equation}
-\mathrm{Arg}\,U=-\mathrm{Arg}(1-i\tau_c^2)=\arctan\tau_c^2\equiv\alpha .
\end{equation}
Between a point of the second kind and a corner point it changes by $\pi/4$, which gives
\begin{equation}
\beta=\arctan\frac{\tau_e\tau_c\sin(\pi/4)}{1+\tau_e\tau_c\cos(\pi/4)} .
\end{equation}
Both change sign when the link is traversed backwards.

The plaquette around $(\pi,\pi)$ has four corner points and phase sum $4\alpha$. Each of the four plaquettes touching $(0,0)$ has $2\beta$. Each of the other four has $-\alpha-2\beta$. The total is
\begin{equation}
4\alpha+4(2\beta)+4(-\alpha-2\beta)=0 .
\label{sumthree}
\end{equation}
Since $0<\beta<\pi/4$ and $0<\alpha<\pi/2$, the last two kinds of phase sum stay between $-\pi$ and $\pi$. Only $4\alpha$ can leave that interval. Using $\tau^2=(|\mathbf d|-d_z)/(|\mathbf d|+d_z)$ and $|\mathbf d|^2=0.81+1.5=2.31$,
\begin{equation}
4\alpha=4\arctan\frac{\sqrt{2.31}-0.9}{\sqrt{2.31}+0.9}=1.003\ \text{rad}.
\end{equation}
It does not leave it, so $C_3=0$: an integer, and wrong.

Now lower $M$. When $d_z$ at the corner points becomes negative, $\tau_c$ exceeds $1$ and $4\alpha$ exceeds $\pi$. Then $F=4\alpha-2\pi$, the sum becomes $-2\pi$, and $C_3=-1$. On this mesh $d_z=M+1$ at the corner points, so the formula is right for $-2<M<-1$ and wrong for $-1<M<0$. The topology enters through the $2\pi$ removed from one plaquette.

\section{What holds in general}

Consider an isolated band on an $N\times N$ mesh of spacing $h=2\pi/N$, with no vanishing overlap.

\paragraph{Gauge invariance.} Under $u(\mathbf k)\to e^{i\chi(\mathbf k)}u(\mathbf k)$ a link gains $e^{i(\chi'-\chi)}$. Round a closed plaquette these factors cancel, so each $W$, and with it each $F$, is unchanged.

\paragraph{Integrality.} On the torus every link belongs to two plaquettes, which traverse it in opposite directions. Hence $\prod_pW_p=1$, so $\sum_pF_p$ is a multiple of $2\pi$. The argument does not use the Hamiltonian. Two hundred $7\times5$ meshes filled with random three-component complex vectors gave integers from $-4$ to $4$. An integer result is therefore no evidence of a correct one.

\paragraph{Correctness.} Let $P_l=\exp(-i\int_l\mathbf A\cdot d\mathbf k)$ describe exact transport along edge $l$, and define the edge mismatch
\begin{equation}
\delta_l=-\mathrm{Arg}(U_lP_l^*).
\end{equation}
It is gauge invariant, because $U_l$ and $P_l$ gain the same factor. Up to multiples of $2\pi$, $-\mathrm{Arg}\,U_l=\int_l\mathbf A\cdot d\mathbf k+\delta_l$. Adding four edges, and using $\oint\mathbf A\cdot d\mathbf k=\Phi_p$ modulo $2\pi$ for the true flux $\Phi_p$, we obtain
\begin{equation}
F_p=\Phi_p+D_p-2\pi n_p,
\label{decomp}
\end{equation}
where $D_p$ is the oriented sum of the four $\delta_l$ and $n_p$ is an integer. Each $\delta_l$ enters two plaquettes with opposite signs, so $\sum_pD_p=0$ and
\begin{equation}
C_N=C-\sum_pn_p .
\label{error}
\end{equation}
The formula is correct if and only if $\sum_pn_p=0$. It is sufficient that
\begin{equation}
|\Phi_p+D_p|<\pi\quad\text{for every plaquette.}
\label{criterion}
\end{equation}
The condition $|\Phi_p|<\pi$ omits $D_p$.

\paragraph{Fine meshes.} In this paragraph primes denote derivatives along the edge. Choose the gauge $\langle u|u'\rangle=0$, in which $P_l=1$. Differentiating once more gives $\langle u|u''\rangle=-\langle u'|u'\rangle$, which is real. In the expansion of $\langle u(0)|u(h)\rangle$ the first possible imaginary term is thus $\frac{h^3}6\,\mathrm{Im}\langle u|u'''\rangle$, and $\delta_l=O(h^3)$, while $\Phi_p=O(h^2)$. For a smooth band with a gap everywhere these bounds are uniform over the torus, so (\ref{criterion}) holds once $h$ is small enough. How small depends on the gap.

\section{Critical mesh with the gap point at a plaquette centre}

For a mesh that contains $(0,0)$ and has odd $N$, the point $(\pi,\pi)$ lies at the centre of a plaquette. Its corners have $|q_x|=|q_y|=\pi/N$, equal $\theta$, and azimuths $\pi/2$ apart. The calculation for $N=3$ carries over:
\begin{equation}
F_{\rm centre}=4\arctan\tau_c^2-2\pi m .
\label{centre}
\end{equation}
Here $m=0$ for $\tau_c<1$ and $m=1$ for $\tau_c\ge1$. This $m$ is counted from the phase sum $4\arctan\tau_c^2$. The integer $n_p$ in (\ref{decomp}) is counted from the true flux, and for $-4b<M<0$ it equals $m-1$ in this plaquette, so the correct result needs $m=1$. The change occurs at $\tau_c=1$, where the corner vectors lie on the equator. Setting $d_z=M+4b[1-\cos(\pi/N)]$ to zero gives, for $M<0$,
\begin{equation}
\cos\frac{\pi}{N_c}=1-\frac{|M|}{4b},\qquad
N_c\approx\pi\sqrt{\frac{2b}{|M|}}\quad(|M|\ll b).
\label{nc}
\end{equation}
The second form uses $1-\cos x\approx x^2/2$.

\paragraph{Below $N_c$ the result is zero.} The central corners have the smallest $d_z$ on the mesh, so all mesh vectors lie in the open northern hemisphere and every $\tau<1$. By (\ref{overlap}) each overlap has a positive real part, and its phase is well defined between $\pm\pi/2$. These phases cancel over the torus as in (\ref{sumthree}). It remains to show that no plaquette's phase sum reaches $\pm\pi$.

This needs the geometry of a link. Choose phases so that $\langle u|u'\rangle>0$, and join the two states by normalized real combinations of them. Along this path, with $\dot w$ the derivative of the state $w$, $\langle w|\dot w\rangle$ is real, and normalization makes it zero, so the path is parallel transport without a phase. On the sphere it is the shorter great-circle arc. A plaquette's phase sum is therefore half the signed area of the spherical quadrilateral with corners $\mathbf n$, modulo $2\pi$. The ambiguity is absent here: both quantities change continuously, and vanish together, when all $\tau$ are scaled to zero.

Projection from the centre of the sphere maps the hemisphere to a plane and the arcs to straight segments. Seen from any point, a segment subtends less than $\pi$, so four of them wind round it by less than $4\pi$, which means at most once. The signed area is thus smaller in magnitude than the hemisphere's $2\pi$, and the phase sum is smaller than $\pi$. Hence $C_N=0$ for $N<N_c$. The same argument gives the correct $C_N=0$ on every mesh when $M>0$, so the difficulty is confined to the topological side.

\paragraph{Above $N_c$} the central plaquette supplies the missing $-2\pi$. That no other plaquette spoils the result is a numerical finding. Diagonalizing $H$ on all odd meshes from $3$ to $41$ gave $0$ below $N_c$ and $-1$ above it, for each of these cases with $v=1$, $b=0.5$:
\begin{center}
\begin{tabular}{ccc}
$M/t$ & $N_c$ from (\ref{nc}) & first correct odd $N$\\
$-0.5$ & 4.35 & 5\\
$-0.1$ & 9.89 & 11\\
$-0.05$ & 14.02 & 15\\
$-0.01$ & 31.40 & 33
\end{tabular}
\end{center}
Near the gap point $|\mathbf d|^2\approx M^2+v^2q^2$, so the curvature has a peak of width $q\sim|M|/v$. For $q\ll\sqrt{|M|/b}$ the flux inside radius $q$ has magnitude $\pi\bigl(1-|M|/\sqrt{M^2+v^2q^2}\bigr)$, so for small $|M|$ the peak together with its tail carries about half of the total flux. Resolving that peak would need $N$ of order $v/|M|$. The plaquette formula needs only $N\sim\sqrt{b/|M|}$, because it must register where $d_z$ changes sign, at $q\approx\sqrt{|M|/b}$, and not the shape of the peak.

\section{Why a flux below $\pi$ is not enough}

For $M=-0.1$ the two terms of (\ref{criterion}) can be evaluated separately. Gauss--Legendre quadrature of $\Omega$ gives $\Phi$, and transport along finely divided edges gives $D$. In the central plaquette, in radians,
\begin{align}
N=9:&\quad -2.936-0.376=-3.312,\quad F=-3.312+2\pi=2.971,\\
N=11:&\quad -2.651-0.300=-2.951,\quad F=-2.951 .
\end{align}
In both cases the central flux is the largest in magnitude on the mesh, and it is below $\pi$. At $N=9$ the mismatch carries the sum past $-\pi$. Then $n=-1$, and (\ref{error}) gives $C_9=-1+1=0$.

The window in which this happens follows from the geometry. The central plaquette contains the south pole, where $\mathbf A=\frac12(1-\cos\theta)\nabla\varphi$ is singular. The line integral exceeds the flux by $2\pi$ there, so
\begin{equation}
\Phi=\tfrac12\oint(1-\cos\theta)\,d\varphi-2\pi=-\pi-\tfrac12\oint\cos\theta\,d\varphi .
\label{southflux}
\end{equation}
The same expression, with the edges replaced by great-circle arcs, gives $\Phi+D$. Either quantity reaches $-\pi$ when its own $\oint\cos\theta\,d\varphi$ vanishes.

For small $|M|$ the relevant distances are $q\sim\sqrt{|M|/b}$, where $d_z$ is much smaller than $vq$, and
\begin{equation}
\cos\theta\approx z=\frac{-|M|+bq^2}{vq}.
\label{height}
\end{equation}
On one side of a square of half-side $a$, $q=a/\cos\varphi$ with $\varphi$ measured from the side's normal. The true flux reaches $-\pi$ when
\begin{equation}
\int_{-\pi/4}^{\pi/4}\!\Bigl(-\frac{|M|\cos\varphi}{a}+\frac{ba}{\cos\varphi}\Bigr)d\varphi
=-\frac{\sqrt2\,|M|}{a}+2ba\ln(1+\sqrt2)=0 .
\end{equation}
Thus $a^2=|M|/[\sqrt2\,b\ln(1+\sqrt2)]$. With $N_{\rm flux}=\pi/a$ and (\ref{nc}),
\begin{equation}
\frac{N_{\rm flux}}{N_c}=\sqrt{\frac{\ln(1+\sqrt2)}{\sqrt2}}\approx0.789 .
\end{equation}
Between $N_{\rm flux}$ and $N_c$ the true central flux is below $\pi$ and the formula fails. The reason is that the middle of each side is closer to the gap point than the corners are. The true edge dips below the equator there, while the great-circle arc between two northern corners does not. For $M=-0.1$ the window runs from about $7.8$ to $9.9$ and contains $N=9$.

\section{Arbitrary placement of the mesh}

Let the gap point lie inside a plaquette, displaced by $h\mathbf s$ from its centre. From the gap point, corner $i$ is at $\mathbf r_i=q_i\mathbf e_i$ with height $z_i$ from (\ref{height}), and edge $i$ to $i+1$ subtends the angle $\alpha_i$. A great circle close to the equator has $z=A\cos\varphi+B\sin\varphi$, so on the edge
\begin{equation}
z(x)=\frac{z_i\sin(\alpha_i-x)+z_{i+1}\sin x}{\sin\alpha_i},\qquad 0\le x\le\alpha_i .
\end{equation}
Since $(1-\cos\alpha_i)/\sin\alpha_i=\tan(\alpha_i/2)\equiv T_i$, its integral is $(z_i+z_{i+1})T_i$. The threshold $\oint z\,d\varphi=0$, regrouped by corners, reads
\begin{equation}
\sum_i(T_{i-1}+T_i)z_i=0
\;\Rightarrow\;
\sum_iw_i(-|M|+bq_i^2)=0,\quad w_i=\frac{T_{i-1}+T_i}{q_i}.
\label{threshold}
\end{equation}
The velocity $v$ has dropped out as a common factor.

The components of the unit vector $\mathbf e(\varphi)$ also have the form $A\cos\varphi+B\sin\varphi$, so the same integral applies to them. Over the full circle $\oint\mathbf e\,d\varphi=0$, hence $\sum_i(T_{i-1}+T_i)\mathbf e_i=0$, which is $\sum_iw_i\mathbf r_i=0$. Let $\mathbf c_i$ be the corners measured from the plaquette centre, so that $\mathbf r_i=\mathbf c_i-h\mathbf s$ and $|\mathbf c_i|^2=h^2/2$. Then $\sum w_i\mathbf c_i=h\mathbf s\sum w_i$, and
\begin{equation}
\sum_iw_iq_i^2=\sum_iw_i\bigl(\tfrac12h^2-2h\mathbf s\cdot\mathbf c_i+h^2s^2\bigr)
=h^2\bigl(\tfrac12-s^2\bigr)\sum_iw_i .
\end{equation}
Equation (\ref{threshold}) becomes $bh^2(\frac12-s^2)=|M|$, or
\begin{equation}
N_c=\frac{2\pi}{h}\approx\pi\sqrt{\frac{2b(1-2s^2)}{|M|}} .
\label{placement}
\end{equation}
This is the leading order for small $|M|$ at fixed $\mathbf s$. At this order $n_p=0$ in every other plaquette. For a plaquette that contains neither pole, $\oint d\varphi=0$ and $\Phi+D=-\frac12\oint\cos\theta\,d\varphi$. This is small near the gap point because $\cos\theta$ is small there, and small farther away because each edge subtends only a small azimuth. Near the north pole at $(0,0)$, $(0,\pi)$ and $(\pi,0)$ the band is smooth on the scale $h$, and the fine-mesh bounds apply. Whole shifted meshes with $M=-0.02$ and $\mathbf s=(0.25,0)$ or $(0.3,0.2)$ gave $0$ at $0.85N_c$ and $-1$ at $1.15N_c$, rounded to integers. For $M=-10^{-4}$, $v=1$, $b=0.5$ and $\mathbf s=(0.4,0.35)$, Eq.~(\ref{placement}) gives $N_c=207.202$; locating the jump of $F$ by bisection in $h$ gives $207.206$.

At this order the centre, $s=0$, is the worst placement. Towards a corner, $s^2\to\frac12$ and the leading term vanishes. With the gap point on a mesh point, one corner of each adjoining plaquette is the south pole. The two arcs meeting there are meridians, and the other two span an azimuth of $\pi/2$. The half-area is then less than $\frac12\cdot2\cdot\frac\pi2=\frac\pi2$, and these plaquettes cannot wrap. Meshes containing $(0,0)$ have this property for even $N$. All even $N$ from $4$ to $30$ gave $-1$ for $M=-0.1$, $-0.02$ and $-0.001$.

\section{Using the formula}

For $M=-0.1$ the mesh containing $(0,0)$ gives:
\begin{center}
\begin{tabular}{c|cccccccc}
$N$ & 3 & 4 & 5 & 7 & 9 & 10 & 11 & 13\\
$C_N$ & 0 & $-1$ & 0 & 0 & 0 & $-1$ & $-1$ & $-1$\\
$\max|F|$ (rad) & 1.00 & 1.38 & 1.90 & 2.52 & 2.97 & 0.98 & 2.95 & 2.65
\end{tabular}
\end{center}
A small observed $\max|F|$ does not certify the result: $N=3$ is wrong with $1.00$ rad, and $N=11$ is right with $2.95$ rad. The observed $F$ is already wrapped, and a coarse mesh can miss the region of negative $d_z$ altogether. Agreement between successive odd meshes is no safeguard either, since $N=3,5,7,9$ all agree on $0$. The growth of $\max|F|$ towards $\pi$ along that sequence warns that a small gap is not yet resolved, but it does not show that the integer is wrong. For small positive $M$ the central corners come within $\cos\theta\approx2\sqrt{bM}/v$ of the equator, so (\ref{centre}) also climbs towards $\pi$, and there $0$ is correct. What exposes the error here is the disagreement with the even meshes.

For a band of the type (\ref{model}) these results suggest the following procedure.
\begin{enumerate}
\item Locate the smallest direct gap $E_g$ and place a mesh point on it.
\item Compute the links, the $F_p$ and $C_N$ from (\ref{fhs}). Shift the mesh if an overlap vanishes or some $|F_p|$ equals $\pi$ to rounding accuracy.
\item Near a gap closing of the type (\ref{model}), where $E_g=2|M|$ if $|M|$ is small compared with both $b$ and $v^2/b$, take $N$ above the worst-case value $2\pi\sqrt{b/E_g}$. For $E_g=0.2$ and $b=0.5$ this is $9.9$.
\item Repeat on a finer and on a shifted mesh.
\end{enumerate}
The prefactor in (\ref{placement}) was derived for a linear $(d_x,d_y)$ and an isotropic quadratic term in $d_z$ at the gap point. For a closing with a different expansion the threshold has to be found anew, as the mesh from which $\sum_pn_p$ in (\ref{error}) is zero.
